The Kaplan–Solomon–Mott signal of a resonantly mixed electron–defect pair

**A case that can be read off**

A trapped electron sits beside a paramagnetic defect. Both have spin 1/2. The pair may recombine, but the final state, with both electrons in one orbital, is a singlet. The pair therefore recombines at a rate k_S from its singlet state and not from its triplet states. It may also dissociate, at a rate k_d that does not depend on spin. New pairs form with random spins.

Let the two Larmor frequencies be very different. The stationary spin states are then ↑↑, ↓↓, ↑↓ and ↓↑, with the electron's arrow first. The antiparallel states are each half singlet and half triplet, so they recombine at

κ = k_S/2.

The parallel states are pure triplet and do not recombine. Suppose for now that the spins do not relax. Half of all pairs are born antiparallel, and each of these recombines before it dissociates with probability κ/(κ + k_d). The probability that a new pair recombines is

Y_off = (1/2) κ/(κ + k_d).

Now flip the defect spin by resonance so fast that every pair spends half its life antiparallel. All pairs then recombine at the mean rate κ/2:

Y_on = (κ/2)/(κ/2 + k_d) = κ/(κ + 2k_d).

The relative change is

Y_on/Y_off − 1 = 2(κ + k_d)/(κ + 2k_d) − 1 = κ/(κ + 2k_d) = k_S/(k_S + 4k_d).

For k_S = 2 /µs and k_d = 1 /µs this is 1/3. No thermal spin polarization has entered. Resonance opens a way out for parallel pairs, which would otherwise end by dissociation.

**The general result**

Relaxation and a finite drive change the number. Let T1E and T1D be the spin–lattice times of electron and defect, and let W be the rate at which the drive flips the defect. Define

w = 1/(2T1E) + 1/(2T1D).

The recombination rate R of the pairs then changes by

ΔR/R = S_sat W/(W + W_h), (1)

S_sat = k_d κ/[(k_d + 2w)(2k_d + κ)],

W_h = w + k_d(k_d + κ)/(2k_d + κ).

The pair formation rate G is held fixed. This requires a fixed carrier density and pair sites that are mostly empty. Two derivations follow: one from the density matrix, the other from the fate of a single pair.

**First derivation: the density matrix**

*Without drive.* Let ρ be the density matrix normalized to the number of pairs, and P_S the singlet projector. With H in angular-frequency units,

dρ/dt = G/4 − i[H, ρ] − (k_S/2)(P_S ρ + ρP_S) − k_d ρ + relaxation,

R = k_S Tr(P_S ρ).

The factor 1/2 in the sink makes the singlet population decay at k_S. A coherence between singlet and triplet decays at k_S/2.

To see when the antiparallel states are the right ones, leave out relaxation and take

H = ω_E S_Ez + ω_D S_Dz + J S_E·S_D, Δ = ω_E − ω_D.

On ↑↓ the Zeeman terms give +Δ/2, and on ↓↑ they give −Δ/2. They therefore turn the singlet S = (↑↓ − ↓↑)/√2 into Δ/2 times T0 = (↑↓ + ↓↑)/√2. The exchange term puts S below T0 by J. With Γ0 = k_d + k_S/2, the coherence and the singlet population n_S obey

dρ_ST/dt = −(Γ0 − iJ)ρ_ST + i(Δ/2)(n_S − n_T),

dn_S/dt = G/4 − (k_S + k_d)n_S − i(Δ/2)(ρ_TS − ρ_ST).

In the steady state ρ_ST = i(Δ/2)(n_S − n_T)/(Γ0 − iJ), and ρ_TS is its complex conjugate. Hence

−i(Δ/2)(ρ_TS − ρ_ST) = −(Δ²/4)[1/(Γ0 + iJ) + 1/(Γ0 − iJ)](n_S − n_T) = −M(n_S − n_T),

M = Δ²Γ0/[2(Γ0² + J²)].

The Larmor difference thus acts as a mixing rate M:

0 = G/4 − (k_S + k_d)n_S − M(n_S − n_T),

0 = G/4 − k_d n_T + M(n_S − n_T).

Solving this pair gives

n_S/n_T = (k_d + 2M)/(k_S + k_d + 2M).

For 2M ≫ k_S the two populations are equal. The recombination rate k_S n_S is then κ(n_S + n_T), so the antiparallel pairs decay at κ, as assumed at the start. For small M the T0 population is blocked as well, and the four-state picture fails. A sufficiently large exchange coupling has this effect, since M falls as 1/J² for J ≫ Γ0. The two populations differ once k_d + 2M is no longer large compared with k_S. The recombination rate k_S n_S falls short of its four-state value by the fraction k_d k_S/{2[k_d(k_S + k_d) + M(k_S + 2k_d)]}. This shortfall reaches half of its largest size at M = k_d(k_S + k_d)/(k_S + 2k_d), which lies between k_d/2 and k_d.

*With drive.* Take Δ much larger than the rates, the drive and the spin coupling, and set J = 0. A field of rotating amplitude B1 is tuned near the defect. In the frame rotating with it, the part of H that acts on the defect is

H_D = δ S_Dz + ω1 S_Dx, ω1 = gμ_B B1/ħ,

where δ is the defect frequency minus the drive frequency. The electron is off resonance by about Δ, and its response is neglected.

The drive connects ↑↑ with ↑↓, and ↓↑ with ↓↓. Call the corresponding coherences c₁ = ρ(↑↑,↑↓) and c₂ = ρ(↓↑,↓↓). Three processes damp each of them directly:

– dissociation, at k_d;
– recombination, at κ/2 = k_S/4, because one of the two connected states decays at κ and the other does not;
– transverse relaxation of the defect, at 1/T2D, which includes the part due to T1D.

Let γ be the sum of these rates. At high temperature the electron flips up or down at 1/(2T1E), which carries c₁ into c₂ and back. Therefore

dc₁/dt = −(γ + iδ)c₁ + i(ω1/2)(n↑↑ − n↑↓) − (c₁ − c₂)/(2T1E),

dc₂/dt = −(γ + iδ)c₂ + i(ω1/2)(n↓↑ − n↓↓) − (c₂ − c₁)/(2T1E).

The drive changes n↑↑ at the rate −ω1 Im c₁ and n↓↓ at +ω1 Im c₂. All these equations keep their form under the exchange ↑↑ ↔ ↓↓, ↑↓ ↔ ↓↑, c₁ ↔ −c₂. The steady state is unique, so it has the same symmetry: c₂ = −c₁, and both parallel states are equally filled, as are both antiparallel ones. Let n_p and n_a be the total parallel and antiparallel populations. The last term in the first equation becomes −c₁/T1E, and

c₁ = i(ω1/4)(n_p − n_a)/(Γ + iδ),

Γ = k_d + k_S/4 + 1/T2D + 1/T1E.

An electron flip leaves the defect's coherence unchanged but carries it from c₁ to c₂, where the coherence present has the opposite sign. The flip thus removes coherence from one place and cancels some in the other, which is why twice the flip rate, 1/T1E, appears. The drive changes n_p at the rate

−ω1 Im c₁ + ω1 Im c₂ = −2ω1 Im c₁ = −W(n_p − n_a),

W = ω1²Γ/[2(Γ² + δ²)]. (2)

Spin–lattice flips of either spin also exchange parallel and antiparallel pairs, at the total rate w. With m = w + W the balance is

0 = G/2 − k_d n_p − m(n_p − n_a),

0 = G/2 − (k_d + κ)n_a + m(n_p − n_a).

The first line gives n_p = (G/2 + m n_a)/(k_d + m). Put this into the second and multiply by k_d + m:

n_a[(k_d + κ + m)(k_d + m) − m²] = (G/2)(k_d + 2m).

The bracket equals A + Bm, with A = k_d(k_d + κ) and B = 2k_d + κ. Hence

R(m) = κn_a = (Gκ/2)(k_d + 2m)/(A + Bm). (3)

Now compare m = w + W with m = w. Over a common denominator, the numerator of R(w + W)/R(w) − 1 is

(k_d + 2w + 2W)(A + Bw) − (k_d + 2w)(A + Bw + BW) = W(2A − Bk_d) = W k_d κ.

The last step uses 2A − Bk_d = 2k_d² + 2k_dκ − 2k_d² − k_dκ. The result is

ΔR/R = k_d κ W/[(k_d + 2w)(A + Bw + BW)].

Dividing numerator and denominator by B gives (1), with W_h = w + A/B.

**Second derivation: the fate of one pair**

Now follow one pair and ask whether it ends by recombination. Let u_p and u_a be the probabilities of this end for a pair that is at present parallel or antiparallel. Treat the flips as random jumps at the rate m. The drive's share of m follows from the golden rule with matrix element ω1/2 and a Lorentzian line of half-width Γ:

W = 2π(ω1/2)² (Γ/π)/(Γ² + δ²) = ω1²Γ/[2(Γ² + δ²)].

This is (2), but here Γ is an input.

A parallel pair either dissociates or jumps, so u_p = m u_a/(k_d + m). An antiparallel pair has three possible next events, so u_a = (κ + m u_p)/(κ + k_d + m). With the difference D = u_a − u_p these statements become

k_d u_p = mD, (k_d + κ)u_a = κ − mD.

Subtracting the resulting u_p from u_a gives

D[1 + m/(k_d + κ) + m/k_d] = κ/(k_d + κ),

D = κk_d/(A + Bm).

Since u_a = u_p + D, a pair born with random spins recombines with probability

Y = (u_p + u_a)/2 = mD/k_d + D/2 = (κ/2)(k_d + 2m)/(A + Bm).

Multiplying by G returns (3), and (1) follows as before.

This route extends easily to triplets that recombine at a rate k_T. Parallel pairs then recombine at κ_p = k_T and antiparallel pairs at κ_a = (k_S + k_T)/2. In Γ, and hence in W, the term k_S/4 is replaced by (κ_a + κ_p)/2. Put p = k_d + κ_p and a = k_d + κ_a. The two equations become p u_p = κ_p + mD and a u_a = κ_a − mD, so

D = k_d(κ_a − κ_p)/[ap + m(a + p)],

Y = (1/2)[κ_p/p + κ_a/a + mD(κ_a − κ_p)/(ap)].

The drive acts through the last term. Since κ_a − κ_p = (k_S − k_T)/2, the change of Y is

ΔY = k_d(k_S − k_T)² W/{8[ap + w(a + p)][ap + (w + W)(a + p)]}.

The signal needs unequal rates. In this model it is positive whichever of the two rates is larger, so its sign does not show which spin state recombines.

**What each derivation assumes**

Both routes assume random spins at birth, spin-independent dissociation, and a Larmor difference large enough to separate the spins. They differ in how they treat the drive. The golden rule describes separate jumps when ω1 ≪ Γ. The density matrix does not need this condition, and it supplies Γ. It does need ω1 ≪ Δ, so that the electron stays undriven.

The jump picture nevertheless gives the right yield at stronger drive. A pair is born without coherence and leaves none after its end, so the time integral of dc₁/dt over its life is zero. The integrated coherence and populations therefore obey the same algebraic relations as the steady state, and these contain W from (2). The agreement concerns total yields. During a short pulse, the populations must be followed together with c₁ and c₂. Once the drive is off, the populations no longer depend on these coherences and obey the rate equations with m = w.

Equation (1) was compared with steady states of the full two-spin master equation for twelve random sets. Rates and T1 values lay between about 0.2 and 5 in units of /µs and µs, the Larmor separation was 2×10⁴ rad/µs, and the defect alone was driven. The largest relative error was 7×10⁻⁶.

**Limits, and two ways to lose the signal**

Under fast dissociation, pairs end before recombination has made the antiparallel ones scarcer than the parallel ones, so even rapid flips change little. Under slow dissociation with w > 0, relaxation already turns parallel pairs into antiparallel ones, and the drive has little left to do. To find the best compromise at saturation, expand

κ/S_sat = (k_d + 2w)(2k_d + κ)/k_d = 2k_d + κ + 4w + 2wκ/k_d.

Its derivative with respect to k_d vanishes when 2 = 2wκ/k_d². Thus

k_d = √(wκ), S_max = κ/(√κ + 2√w)².

The rates κ and w are held fixed in this comparison.

Without relaxation, the signal is also lost if the two spins are identical and both feel the drive. Take Δ = 0. The Hamiltonian then contains the total spin and possibly S_E·S_D, and both commute with P_S. The singlet population obeys 0 = G/4 − (k_S + k_d)n_S with or without the drive. The full master equation gives a signal of 3×10⁻¹⁶, which is zero to rounding. Relaxation can bring a signal back. When T2 is shorter than T1, it mixes S with T0 faster than with the parallel states, and the drive can then turn parallel pairs into T0. When T2 is longer than T1 the roles are exchanged: T0 is the triplet state drained most slowly, and the drive again raises recombination. For T2 = T1 on both spins the relaxation is isotropic and the signal stays zero. In the pairs with different Larmor frequencies treated above, resonance raises recombination because it turns one spin relative to the other.

**From one packet to a line**

Write W0 for the value of W at δ = 0. Then W = W0Γ²/(Γ² + δ²), and (1) becomes a power-broadened Lorentzian:

ΔR/R = S_sat [W0/(W0 + W_h)] Γ'²/(Γ'² + δ²), Γ'² = Γ²(1 + W0/W_h).

Static differences between defects spread their frequencies. Let the spread be Gaussian with standard deviation σ. All packets have the same undriven yield, so their signals can be averaged directly. At the centre of the line, use

1/(Γ'² + δ²) = ∫₀^∞ exp[−s(Γ'² + δ²)] ds.

The Gaussian average of exp(−sδ²) is 1/√(1 + 2σ²s). With y = Γ'/(√2 σ) and v² = y² + Γ'²s, the square root equals v/y and Γ'² ds = 2v dv. The average of the Lorentzian factor is

F = 2y exp(y²) ∫_y^∞ exp(−v²) dv = √π y exp(y²) erfc(y).

For y ≪ 1 this is about √π y: the drive reaches a small part of the defects.

**A silicon surface at room temperature**

Consider a silicon dangling bond at an oxidized surface with an electron in a nearby trap, at 300 K and 9.5 GHz. The g-value of the dangling bond depends on the direction of the field; 2.006 and the spread of 0.20 mT are rough typical values; the value 2.000 for the trapped electron is assumed. The rates and relaxation times are round choices, not measured values: k_S = 2 /µs, k_d = 1 /µs, T1E = 2 µs, T1D = 10 µs and T2D = 1 µs. The drive has B1 = 0.020 mT.

The choice of k_d limits the kind of trap. If the electron leaves by thermal emission, a rate of 1 /µs at 300 K requires a depth of about 0.3 to 0.4 eV, for capture cross sections of 10⁻¹⁶ to 10⁻¹⁴ cm². A shallow donor-like level, 0.045 eV deep, would empty thousands of times faster or more, and the signal would be lost to fast dissociation. The trap stays mostly empty only while the carrier density is well below k_d/(σ_c v_th), with σ_c the capture cross section and v_th the thermal velocity. For v_th = 10⁷ cm/s and the cross sections above, this bound lies between 10¹³ and 10¹⁵ cm⁻³.

The Larmor separation is 178.5 rad/µs and M is about 8000 /µs, far above k_S. Then κ = 1 /µs and

w = 1/4 + 1/20 = 0.30 /µs,

Γ = 1 + 0.5 + 1 + 0.5 = 3.0 /µs,

W0 = 3.528²/(2 × 3.0) = 2.07 /µs,

W_h = 0.30 + 2/3 = 0.967 /µs,

S_sat = 1/(1.6 × 3) = 0.208.

Relaxation has lowered the saturated signal from 0.333 to 0.208. The best dissociation rate would be √0.30 = 0.55 /µs, with S_max = 0.228. A numerical search with the full master equation finds the same two values.

At the chosen B1 one packet gives 0.208 × 2.07/(2.07 + 0.967) = 0.142. Its half-width is 5.32 rad/µs, while σ = 35.3 rad/µs. Hence y = 0.107 and F = 0.168, and the ensemble signal at the line centre is

S = 0.142 × 0.168 = 0.024.

By the formula the line is 0.50 mT wide at half maximum; with the electron driven as well it is 0.51 mT.

To turn this into photoconductivity, let carriers enter pairs at C = 0.03 /µs and be lost elsewhere with a lifetime τ = 1 µs; both are round choices. Each capture ends in recombination with probability Y, so under illumination g_L

n = g_L/(1/τ + CY).

The pairs' share of the loss is f = CY/(1/τ + CY). With the undriven Y = 0.276, this is 0.0083/1.0083 = 0.0082. The drive replaces Y by Y(1 + S), so

Δn/n = 1/(1 + fS) − 1 = −fS/(1 + fS) = −2.0×10⁻⁴,

or about −200 ppm. More recombination means fewer carriers. The conductivity follows this number if it is proportional to n.

The field dependence was computed for one packet at 4.75, 9.5 and 19 GHz, with B1 and all rates held fixed. The signals are 0.1419, 0.1421 and 0.1421, while the square of the thermal polarization rises sixteenfold, from 1.4×10⁻⁷ to 2.3×10⁻⁶. A real change of field may also change the relaxation times and the line spread, and then the signal changes through them.

**How far the model carries to a device**

Real surfaces hold pairs with many separations, and hence many values of k_S, k_d and spin coupling. One set of rates can stand for them as an effective average at best. The value of f depends on the surface and was chosen here, so −200 ppm is an illustration, not a prediction for a given device.

The full ensemble calculation, with both spins driven, gives 0.0240, which is 0.5 % above the formula. The excess comes from the off-resonant drive of the electron and grows as the two lines approach. For a defect g of 2.0014, near the low end of the dangling bond's angular range, the separation is 42 rad/µs and the signal is 0.0261, about 9 % above the formula. Relative to 0.0240, the following changes were computed one at a time:

– triplet recombination at 5 % of k_S: −35 %;
– dipolar coupling at 3 nm, with the pair axis along the field: −13 %;
– a sink with stronger singlet–triplet dephasing: +4 %;
– an exchange coupling of 5 rad/µs: −2 %;
– filling of empty sites at 0.01 /µs: +0.3 %;
– thermal polarization: about +0.0004 %.

At the sizes chosen here, triplet recombination has the largest effect; other sizes could change the order. The extended formula accounts for this effect. For k_T = 0.1 /µs one has p = 1.1 and a = 2.05 /µs. The undriven yield rises from 0.276 to 0.320, because parallel pairs now recombine without help. The saturated change of yield is 0.0448, so the saturated signal is 0.0448/0.320 = 0.140 instead of 0.208. This fall of 33 % accounts for most of the computed 35 %.

The calculation leaves out the spread of the electron's own frequency and the hole capture that must reset the defect after each recombination. If that capture is slow, G is no longer fixed by the carrier density, and (1) must be joined to a balance for the defect's charge states. The numerical output below lists the remaining values.

Computed values

```
singlet rate kS = 2.00 /us; dissociation kd = 1.00 /us
electron T1, T2 = 2.00, 0.50 us
defect T1, T2 = 10.00, 1.00 us
g electron, defect = 2.000, 2.006
frequency = 9.50 GHz; temperature = 300 K
B1 = 0.020 mT; Gaussian spread = 0.20 mT
resonance fields defect, electron = 338.36, 339.38 mT
Larmor separation = 178.5 rad/us
S-T0 mixing rate M (J=0, no relaxation) = 7969 /us
drive w1 = 3.528 rad/us; spread sigma = 35.28 rad/us
kappa = 1.000 /us; relaxation mixing w = 0.300 /us
coherence decay Gamma = 3.000 /us
flip rate at centre W0 = 2.075 /us
half-saturation rate W_h = 0.9667 /us
half-saturation B1 = 13.65 uT
undriven recombination yield = 0.2759
saturated signal S_sat = 0.2083
saturated signal without relaxation = 0.3333
single-packet signal at this B1 = 0.1421
single-packet half-width = 5.321 rad/us = 0.0302 mT
best kd = 0.5477 /us; search in full model = 0.5477 /us
largest saturated signal = 0.2277; full model = 0.2277
S_sat at kd = 0.01 /us: 0.0161; at kd = 100 /us: 0.0049
Voigt peak factor = 0.1683
ensemble signal, formula = 0.02391; ideal full model = 0.02391
ensemble line full width at half maximum = 0.504 mT
carrier capture into pairs = 0.030 /us; other lifetime = 1.0 us
fraction of loss through pairs f = 0.00821
photoconductivity change = -196.2 ppm
4.75 GHz: packet signal = 0.1419; polarization squared = 1.44e-07
9.50 GHz: packet signal = 0.1421; polarization squared = 5.77e-07
19.00 GHz: packet signal = 0.1421; polarization squared = 2.31e-06
largest relative error of signal formula, 12 random cases = 7.0e-06
signal for identical spins driven together = 3e-16
full ensemble signal, both spins driven = 0.02403
  relative to formula: +0.48 %
changes of the full ensemble signal by neglected effects:
  exchange J = 5.0 rad/us: -1.91 %
  dipolar coupling at 3.0 nm, axis along field = 12.12 rad/us: -12.58 %
  triplet recombination at 5 % of kS: -34.55 %
  thermal polarization 7.60e-04: +3.7e-04 %
  site filling rate 0.01 /us: +0.30 %
  sink with stronger dephasing: +4.02 %
```
